# Gauge dependence of the minimum in the scalar QED potential: a numerical check

```python
"""
Scalar QED: the location of an extremum of the effective potential V depends
on the gauge, its value does not (Nielsen identity dV/dp = -C_p dV/dphi).

Euclidean conventions: Phi = (phi + h + i chi)/sqrt2, D = d - i e A,
V0 = -lam v^2 phi^2/2 + lam phi^4/4, gauge function F = d.A - u chi,
gauge-fixing term F^2/(2 xi); xi and u are the gauge parameters p.
M = e phi, G = u M (ghost mass squared), mG2 = V0'/phi, mH2 = V0''.
V1 is the one-loop potential in the MS-bar scheme at scale mu.
All dimensionful numbers are in units of v. hbar counts loops.
"""
import numpy as np
import mpmath as mp

mp.mp.dps = 30
e, lam, v, mu = 1.0, 0.5, 1.0, 1.0
GAUGES = {"Landau xi=0 u=0": (0.0, 0.0),
          "R-gauge xi=1 u=1": (1.0, 1.0 * e * v),
          "R-gauge xi=10 u=10": (10.0, 10.0 * e * v),
          "mixed xi=0 u=3": (0.0, 3.0)}


def V0(phi):
    return -lam * v**2 * phi**2 / 2 + lam * phi**4 / 4


def dV0(phi):
    return lam * phi * (phi**2 - v**2)


def loop_term(x, const):
    """MS-bar value of (1/2) int ln(k^2+x), with its scheme constant."""
    if x == 0:
        return mp.mpf(0)
    return x * x * (mp.log(x / mu**2) - const) / (64 * mp.pi**2)


def V_gauge(phi, xi, u):
    """Longitudinal photon + Goldstone + ghosts, from the two roots."""
    phi = mp.mpf(phi)
    mG2, M2, G = lam * (phi**2 - v**2), (e * phi)**2, u * e * phi
    half = G + mG2 / 2
    root = mp.sqrt(mp.mpc(mG2 * (mG2 + 4 * (G - xi * M2)))) / 2
    c = mp.mpf(3) / 2
    total = (loop_term(half + root, c) + loop_term(half - root, c)
             - 2 * loop_term(G, c))
    return mp.re(total)


def V1(phi, xi, u):
    phi = mp.mpf(phi)
    mH2 = lam * (3 * phi**2 - v**2)
    return (mp.re(3 * loop_term((e * phi)**2, mp.mpf(5) / 6)
                  + loop_term(mp.mpc(mH2), mp.mpf(3) / 2))
            + V_gauge(phi, xi, u))


# ---- quadratic form of (A_1..A_4, chi) directly from the Lagrangian ----
direction = np.array([1.0, 2.0, 3.0, 4.0]) / np.sqrt(30.0)


def quadratic_form(k, phi, xi, u):
    kv = k * direction
    rows = []
    for a in range(4):
        r = np.zeros(5, complex)          # d_a chi - e phi A_a
        r[a], r[4] = -e * phi, 1j * kv[a]
        rows.append(r)
        for b in range(a + 1, 4):
            r = np.zeros(5, complex)      # field strength F_ab
            r[b], r[a] = 1j * kv[a], -1j * kv[b]
            rows.append(r)
    f = np.append(1j * kv, -u).astype(complex)
    rows.append(f / np.sqrt(xi))
    R = np.array(rows)
    K = R.conj().T @ R
    K[4, 4] += lam * (phi**2 - v**2)
    return K, f


for k, phi, xi, u in [(0.7, 1.3, 2.5, 0.7), (2.0, 0.8, 0.4, 1.9)]:
    K, f = quadratic_form(k, phi, xi, u)
    M2, G, mG2 = (e * phi)**2, u * e * phi, lam * (phi**2 - v**2)
    D = (k**2 + G)**2 + mG2 * (k**2 + xi * M2)
    assert abs(np.linalg.det(K) / ((k**2 + M2)**3 * D / xi) - 1) < 1e-10

# ---- radial momentum quadrature, k = x/(1-x) ----
nodes, weights = np.polynomial.legendre.leggauss(80)
x = (nodes + 1) / 2
kgrid = x / (1 - x)
measure = weights / 2 / (1 - x)**2 * kgrid**3 / (8 * np.pi**2)


def V_gauge_quadrature(phi, xi, u):
    M2, G, mG2 = (e * phi)**2, u * e * phi, lam * (phi**2 - v**2)
    k2 = kgrid**2
    a = mG2 / 2
    b = (mG2 * (xi * M2 - 2 * G) - mG2**2 / 2) / 2 + a * mu**2
    raw = np.log1p(mG2 * (k2 + xi * M2) / (k2 + G)**2) / 2
    rest = raw - a / (k2 + mu**2) - b / (k2 + mu**2)**2
    # MS-bar: int 1/(k2+mu^2) = -mu^2/(16 pi^2), int 1/(k2+mu^2)^2 = 0
    return np.sum(measure * rest) - a * mu**2 / (16 * np.pi**2)


for case in [(1.3, 2.5, 0.7), (0.9, 1.0, 1.0), (1.2, 0.0, 3.0)]:
    assert abs(V_gauge_quadrature(*case) - float(V_gauge(*case))) < 1e-8


def nielsen_C(phi, xi, u):
    """C_xi and C_u from numerically inverted propagators, MS-bar."""
    sum_xi = sum_u = 0.0
    G = u * e * phi
    for k, w in zip(kgrid, measure):
        K, f = quadratic_form(k, phi, xi, u)
        prop = np.linalg.inv(K)
        chi_chi = prop[4, 4].real
        chi_F = (prop @ f.conj())[4].real
        pole = 1 / (k**2 + mu**2)**2
        sum_xi += w * (e * chi_F / (2 * xi * (k**2 + G))
                       + e**2 * phi * pole / 2)
        sum_u += w * (e * chi_chi / (k**2 + G) - e * pole)
    return sum_xi, sum_u


# ---- Nielsen identities away from the extremum ----
phi_t, xi_t, u_t = 1.3, 2.5, 0.7
C_xi, C_u = nielsen_C(phi_t, xi_t, u_t)
slope_xi = float(mp.diff(lambda s: V1(phi_t, s, u_t), xi_t))
slope_u = float(mp.diff(lambda s: V1(phi_t, xi_t, s), u_t))
assert abs(slope_xi + C_xi * dV0(phi_t)) < 1e-8
assert abs(slope_u + C_u * dV0(phi_t)) < 1e-8
assert min(abs(slope_xi), abs(slope_u)) > 1e-5

# ---- location and value at one loop ----
curv0 = 2 * lam * v**2


def dV1(phi, xi, u):
    return mp.diff(lambda s: V1(s, xi, u), phi)


def shift(xi, u):
    return float(-dV1(v, xi, u) / curv0)


def shift_gauge_formula(xi, u):
    G, M2 = u * e * v, (e * v)**2
    L = np.log(G / mu**2)
    return -(G * (2 * L - 1) - xi * M2 * L) / (32 * np.pi**2 * v)


landau_shift = shift(0.0, 0.0)
for xi, u in [(1, 1), (10, 10), (0, 3), (2.5, 0.7), (1, 1e-4)]:
    assert abs(shift(xi, u) - landau_shift
               - shift_gauge_formula(xi, u)) < 1e-9
values = [float(V0(v) + V1(v, *g)) for g in GAUGES.values()]
assert max(values) - min(values) < 1e-14
depths = [float(V0(v) + V1(v, *g) - V1(0, *g)) for g in GAUGES.values()]
assert max(depths) - min(depths) < 1e-14

# ---- motion of the location and of the curvature with xi ----
C_at_v = nielsen_C(v, xi_t, u_t)
step = 1e-3
for i in range(2):
    hi, lo = [xi_t, u_t], [xi_t, u_t]
    hi[i] += step
    lo[i] -= step
    moved = (shift(*hi) - shift(*lo)) / (2 * step)
    assert abs(moved - C_at_v[i]) < 1e-6


def curvature_shift(xi, u):
    second = mp.diff(lambda s: V1(s, xi, u), v, 2)
    return float(second + 6 * lam * v * shift(xi, u))


dC = (nielsen_C(v + step, xi_t, u_t)[0]
      - nielsen_C(v - step, xi_t, u_t)[0]) / (2 * step)
dcurv = (curvature_shift(xi_t + step, u_t)
         - curvature_shift(xi_t - step, u_t)) / (2 * step)
assert abs(dcurv + 2 * dC * curv0) < 1e-6
assert abs(dcurv) > 1e-4


# ---- naive minimization of the truncated potential ----
def naive_minimum(xi, u, hbar):
    start = v + hbar * shift(xi, u)
    loc = mp.findroot(lambda s: dV0(s) + hbar * dV1(s, xi, u),
                      (start, start + 1e-3 * hbar))
    curv = mp.diff(lambda s: V0(s) + hbar * V1(s, xi, u), loc, 2)
    assert curv > 0
    return loc, V0(loc) + hbar * V1(loc, xi, u)


hbar = mp.mpf(1) / 1000
gA, gB = (1.0, 1.0), (10.0, 10.0)
locA, valA = naive_minimum(*gA, hbar)
locB, valB = naive_minimum(*gB, hbar)
loc_rate = float((locA - locB) / hbar)
val_rate = float((valA - valB) / hbar**2)
val_pred = -curv0 * (shift(*gA)**2 - shift(*gB)**2) / 2
assert abs(loc_rate / (shift(*gA) - shift(*gB)) - 1) < 1e-2
assert abs(val_rate / val_pred - 1) < 1e-2

# ---- ordinary integral with the same gauge structure, no loop expansion --
# A -> A + alpha, Phi -> exp(i q alpha) Phi, F = A - w chi
q, coupling = 0.6, 0.8
grid = np.linspace(-4.5, 4.5, 81)
tgrid = np.linspace(-7.0, 7.0, 81)
H, X, T = np.meshgrid(grid, grid, tgrid, indexing="ij", sparse=True)
cell = (grid[1] - grid[0])**2 * (tgrid[1] - tgrid[0])


def toy(xi, w, J):
    """ln Z, <h>, and the source-identity right sides for xi and w."""
    F = np.sqrt(xi) * T
    A = F + w * X
    S = ((H**2 + X**2 - 1)**2 / 4
         - coupling * (H * np.cos(q * A) + X * np.sin(q * A)))
    base = np.exp(-S - T**2 / 2 + J * H) * cell
    fp = 1 - w * q * H
    Z = np.sum(base * fp)
    rhs_xi = -J * q * np.sum(base * X * F) / (2 * xi * Z)
    rhs_w = -J * q * np.sum(base * X**2) / Z
    return np.log(Z), np.sum(base * fp * H) / Z, rhs_xi, rhs_w


J, xi0, w0, d = 0.4, 1.2, 0.3, 1e-3
_, _, rhs_xi, rhs_w = toy(xi0, w0, J)
lhs_xi = (toy(xi0 + d, w0, J)[0] - toy(xi0 - d, w0, J)[0]) / (2 * d)
lhs_w = (toy(xi0, w0 + d, J)[0] - toy(xi0, w0 - d, J)[0]) / (2 * d)
assert abs(lhs_xi - rhs_xi) < 1e-6 and abs(lhs_w - rhs_w) < 1e-6
toy_cases = [(0.5, 0.1), (1.2, 0.3), (2.0, 0.5)]
toy_out = [toy(a, b, 0.0) for a, b in toy_cases]
assert np.ptp([t[0] for t in toy_out]) < 1e-9
assert np.ptp([t[1] for t in toy_out]) > 1e-2

# ---- printed results ----
print(f"inputs: e={e}, lambda={lam}, v={v}, mu={mu} (units of v)")
print(f"tree masses squared at v: photon {(e*v)**2:.4f}, "
      f"Higgs {curv0:.4f} v^2")
print(f"tree value V0(v) = {V0(v):.6f} v^4")
print(f"one-loop term V1(v) = {float(V1(v, 1, 1)):.6f} v^4")
print(f"Nielsen test point: phi={phi_t} v, xi={xi_t}, u={u_t} v")
print(f"  C_xi = {C_xi:.6f} v, C_u = {C_u:.6f} (dimensionless)")
print(f"  V0' = {dV0(phi_t):.6f} v^3")
print(f"  dV1/dxi = {slope_xi:.8f}, -C_xi V0' = "
      f"{-C_xi*dV0(phi_t):.8f} v^4")
print(f"  dV1/du = {slope_u:.8f}, -C_u V0' = "
      f"{-C_u*dV0(phi_t):.8f} v^3")
print("expanded to one loop, hbar=1: location [v], value [v^4]")
for (name, g), val in zip(GAUGES.items(), values):
    print(f"  {name}: {v + shift(*g):.6f}, {val:.8f}")
print("naive minimum of V0+V1, hbar=1: location [v], value [v^4]")
for name, g in GAUGES.items():
    loc, val = naive_minimum(*g, mp.mpf(1))
    print(f"  {name}: {float(loc):.6f}, {float(val):.8f}")
print("one-loop curvature at the minimum [v^2] (expanded)")
for name, g in list(GAUGES.items())[1:]:
    print(f"  {name}: {curv0 + curvature_shift(*g):.6f}")
print(f"V(broken) - Re V(symmetric), one loop = {depths[0]:.8f} v^4")
print("xi=1 gauge minus xi=10 gauge, naive minimum, hbar=0.001:")
print(f"  location difference/hbar = {loc_rate:.6f} v")
print(f"  value difference/hbar^2 = {val_rate:.4e}, "
      f"predicted {val_pred:.4e} v^4")
print("xi=1, u->0: one-loop shift of the location [v]")
for u in (1e-2, 1e-4, 1e-8, 1e-16):
    print(f"  u = {u:.0e} v: {landau_shift + shift_gauge_formula(1, u):.6f}")
print(f"ordinary integral: charge q={q}, coupling={coupling} "
      "(dimensionless)")
print(f"  source identity at J={J}, xi={xi0}, w={w0}:")
print(f"  d lnZ/dxi = {lhs_xi:.7f}, right side {rhs_xi:.7f}")
print(f"  d lnZ/dw = {lhs_w:.7f}, right side {rhs_w:.7f}")
for (a, b), t in zip(toy_cases, toy_out):
    print(f"  J=0, xi={a}, w={b}: -lnZ = {-t[0]:.8f}, <h> = {t[1]:.6f}")
print("OK")
```

Printed output:

```
inputs: e=1.0, lambda=0.5, v=1.0, mu=1.0 (units of v)
tree masses squared at v: photon 1.0000, Higgs 1.0000 v^2
tree value V0(v) = -0.125000 v^4
one-loop term V1(v) = -0.006333 v^4
Nielsen test point: phi=1.3 v, xi=2.5, u=0.7 v
  C_xi = 0.000848 v, C_u = 0.007696 (dimensionless)
  V0' = 0.448500 v^3
  dV1/dxi = -0.00038011, -C_xi V0' = -0.00038011 v^4
  dV1/du = -0.00345165, -C_u V0' = -0.00345165 v^3
expanded to one loop, hbar=1: location [v], value [v^4]
  Landau xi=0 u=0: 1.015831, -0.13133257
  R-gauge xi=1 u=1: 1.018998, -0.13133257
  R-gauge xi=10 u=10: 0.974588, -0.13133257
  mixed xi=0 u=3: 1.004459, -0.13133257
naive minimum of V0+V1, hbar=1: location [v], value [v^4]
  Landau xi=0 u=0: 1.015550, -0.13145686
  R-gauge xi=1 u=1: 1.018335, -0.13150841
  R-gauge xi=10 u=10: 0.975194, -0.13164433
  mixed xi=0 u=3: 1.004073, -0.13134168
one-loop curvature at the minimum [v^2] (expanded)
  R-gauge xi=1 u=1: 1.063326
  R-gauge xi=10 u=10: 0.981797
  mixed xi=0 u=3: 1.101106
V(broken) - Re V(symmetric), one loop = -0.12959654 v^4
xi=1 gauge minus xi=10 gauge, naive minimum, hbar=0.001:
  location difference/hbar = 0.044409 v
  value difference/hbar^2 = 1.4243e-04, predicted 1.4243e-04 v^4
xi=1, u->0: one-loop shift of the location [v]
  u = 1e-02 v: 0.001573
  u = 1e-04 v: -0.013325
  u = 1e-08 v: -0.042494
  u = 1e-16 v: -0.100819
ordinary integral: charge q=0.6, coupling=0.8 (dimensionless)
  source identity at J=0.4, xi=1.2, w=0.3:
  d lnZ/dxi = -0.0328207, right side -0.0328207
  d lnZ/dw = -0.2289814, right side -0.2289814
  J=0, xi=0.5, w=0.1: -lnZ = -3.29922085, <h> = 0.491794
  J=0, xi=1.2, w=0.3: -lnZ = -3.29922085, <h> = 0.315759
  J=0, xi=2.0, w=0.5: -lnZ = -3.29922085, <h> = 0.127456
OK
```
